\section*{The Becke-Johnson potential of hydrogen: exact orbital, shifted eigenvalue}

\section*{Question}

I am working through an exercise on exchange potentials used for band gaps. It takes the hydrogen atom with its one electron spin-up, and the Becke-Johnson (BJ) potential
\begin{equation}
v_{\rm BJ}(\mathbf r)=v_{\rm S}(\mathbf r)+C\sqrt{\frac{2t(\mathbf r)}{\rho(\mathbf r)}},\qquad
C=\frac1\pi\sqrt{\frac5{12}},\qquad t=\frac12\sum_i|\nabla\varphi_i|^2 .
\label{bj}
\end{equation}
Here $v_{\rm S}$ is the Slater potential, and $\rho$, $t$ and the sum refer to the occupied spin. I am to show that the second term is a constant $0.205$ hartree, and that the orbital comes out exact but its eigenvalue wrong.

I can put $e^{-r}$ into the square root, but three things block me. I do not see where the $5/12$ comes from. I do not see why I may insert the exact orbital, when the potential is supposed to be built from its own solution. And I learned that a constant in a potential has no physical effect, so how can it make an eigenvalue wrong?

\section*{Answer}

I use Hartree atomic units: lengths in bohr, energies in hartree. The nucleus is a fixed point charge and the electron is non-relativistic. There is no correlation energy, since there is only one electron. All quantities below belong to the spin-up channel. In the empty spin-down channel $t/\rho$ is $0/0$, and formula (\ref{bj}) defines nothing there.

\subsection*{Where the coefficient comes from}

The Slater potential is the electrostatic potential of the exchange hole. With the one-spin density matrix $\gamma(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')$,
\begin{equation}
v_{\rm S}(\mathbf r)=-\frac1{\rho(\mathbf r)}\int\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r',
\qquad E_x=\frac12\int\rho\,v_{\rm S}\,d^3r .
\label{slater}
\end{equation}
In general $v_{\rm S}$ is not the exchange potential $v_x=\delta E_x/\delta\rho$. The BJ term is a model of the difference, and its coefficient is fixed by the uniform electron gas.

Let one spin of the gas fill all plane waves with $k<k_F$, so that $\rho=k_F^3/(6\pi^2)$. For two points a distance $s$ apart, with $x=k_Fs$,
\begin{equation}
\gamma=\frac1{(2\pi)^3}\int_{k<k_F}e^{i\mathbf k\cdot\mathbf s}\,d^3k
=\frac{\sin x-x\cos x}{2\pi^2s^3}=3\rho\,\frac{j_1(x)}x,
\end{equation}
where $j_1=\sin x/x^2-\cos x/x$. Putting this into (\ref{slater}), with $d^3s=4\pi s^2ds$ and $s\,ds=x\,dx/k_F^2$, gives
\begin{equation}
v_{\rm S}=-4\pi\int_0^\infty 9\rho\,\frac{j_1^2}{x^2}\,s\,ds
=-\frac{36\pi\rho}{k_F^2}\int_0^\infty\frac{j_1^2(x)}x\,dx .
\end{equation}
The integral can be done with $j_0=\sin x/x$. Direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$, so
\begin{equation}
\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}x=-\frac{4j_1^2}x .
\end{equation}
Since $j_0^2+j_1^2$ falls from 1 at $x=0$ to 0 at infinity, the integral is $1/4$. Hence
\begin{equation}
v_{\rm S}=-\frac{9\pi\rho}{k_F^2}=-\frac{3k_F}{2\pi}.
\end{equation}
The exchange energy per volume is $\frac12\rho v_{\rm S}\propto\rho^{4/3}$. Its density derivative is $v_x=\frac43\cdot\frac12v_{\rm S}=\frac23v_{\rm S}=-k_F/\pi$. The term missing from the Slater potential is therefore
\begin{equation}
v_x-v_{\rm S}=\frac{k_F}{2\pi}.
\end{equation}
The quantity $2t/\rho$ is the mean of $k^2$ over the filled sphere:
\begin{equation}
\frac{2t}\rho=\frac{\int_0^{k_F}k^4\,dk}{\int_0^{k_F}k^2\,dk}=\frac35k_F^2 .
\end{equation}
Requiring $C\sqrt{3/5}\,k_F=k_F/(2\pi)$ gives
\begin{equation}
C=\frac1{2\pi}\sqrt{\frac53}=\frac1\pi\sqrt{\frac5{12}}=0.2055 .
\end{equation}
So the number comes from the gas, and nothing about hydrogen was used to choose it.

\subsection*{One electron: the Slater part cancels the Hartree part}

With a single orbital, $\gamma(\mathbf r,\mathbf r')=\varphi(\mathbf r)\varphi^*(\mathbf r')$ and $\rho=|\varphi|^2$. The factor $|\varphi(\mathbf r)|^2$ cancels in (\ref{slater}):
\begin{equation}
v_{\rm S}(\mathbf r)=-\int\frac{|\varphi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r'=-v_{\rm H}(\mathbf r).
\label{cancel}
\end{equation}
This holds for any normalized single orbital, not just for the right one. The hole is the electron's own density, and its potential removes the electron's repulsion from itself.

For $\varphi=e^{-r}/\sqrt\pi$ the charge in a shell is $4\pi s^2\rho\,ds=4s^2e^{-2s}ds$. Shells inside $r$ act as if at the centre, and shells outside contribute their charge divided by their own radius:
\begin{align}
v_{\rm H}(r)&=\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4s\,e^{-2s}ds\nonumber\\
&=\frac{1-(1+2r+2r^2)e^{-2r}}r+(1+2r)e^{-2r}
=\frac{1-(1+r)e^{-2r}}r .
\label{vh}
\end{align}

\subsection*{The correction, and why the exact orbital may be inserted}

For one real orbital $2t=|\nabla\varphi|^2$, so the square root in (\ref{bj}) is $|\nabla\varphi|/|\varphi|$. For $e^{-r}$ the gradient has the same magnitude as the function, the ratio is 1 at every $r>0$, and the correction is $C$ everywhere.

This is a property of the exponential. For the Gaussian $e^{-0.3r^2}$ the ratio is $0.6\,r$, and the correction is $0.1233$ hartree at $r=1$ and $0.2466$ hartree at $r=2$.

Your second worry is about self-consistency. A self-consistent solution is an orbital that solves the equation whose potential was built from that same orbital. So you may propose a candidate, build the potential from it, and see whether the candidate solves the resulting equation. With $e^{-r}$ as candidate the total potential is
\begin{equation}
-\frac1r+v_{\rm H}+v_{\rm BJ}=-\frac1r+v_{\rm H}-v_{\rm H}+C=-\frac1r+C .
\end{equation}
For $\varphi\propto e^{-r}$ we have $\nabla^2\varphi=\varphi''+2\varphi'/r=(1-2/r)\varphi$, and therefore
\begin{equation}
\left[-\frac12\nabla^2-\frac1r+C\right]\varphi
=\left[-\frac12+\frac1r-\frac1r+C\right]\varphi=\left(-\frac12+C\right)\varphi .
\end{equation}
The candidate passes. The orbital is the exact 1s orbital, and its eigenvalue is
\begin{equation}
\varepsilon_{\rm BJ}=-\frac12+C=-0.5000+0.2055=-0.2945\ \text{hartree}.
\end{equation}

\subsection*{Could there be another solution?}

The equation is nonlinear, so finding one solution does not exclude others. Consider any spherical bound orbital without nodes and let $g=-\varphi'/\varphi$. Then $\varphi''=(g^2-g')\varphi$. By (\ref{cancel}) the Hartree and Slater parts still cancel, and the radial equation becomes
\begin{equation}
\frac12g'=\varepsilon+\frac{1-g}r+\frac12g^2-C|g| .
\label{riccati}
\end{equation}
For an orbital regular at the nucleus the $1/r$ term must stay finite, so $g(0)=1$. Write $\varepsilon=-\frac12+C+\Delta$ and $g=1+\delta$. While $g>0$,
\begin{equation}
\frac12\delta'=\Delta-\frac\delta r+(1-C)\delta+\frac12\delta^2 .
\end{equation}
Near the origin $\delta=ar$ with $a/2=\Delta-a$, so $a=2\Delta/3$: $\delta$ starts with the sign of $\Delta$. It cannot return to zero, because at $\delta=0$ its slope is $2\Delta$, which points away from zero on either side.

\emph{Case $\Delta>0$.} Once $r>1/(1-C)$, the terms linear in $\delta$ are positive in sum and $\delta'>2\Delta+\delta^2$. Such a function reaches infinity at a finite radius. There $\varphi$ vanishes, so the orbital has a node, against the assumption.

\emph{Case $\Delta<0$.} Now $g<1$. For $0\le g\le1$ the expression $\varepsilon+\frac12g^2-Cg$ is convex in $g$, so it is largest at an end of the interval. The end values are $\varepsilon$ and $\Delta$, both negative. At large $r$ the term $(1-g)/r$ is negligible, and $g$ falls at a finite rate until it passes zero. Beyond $r=1/|\varepsilon|$ it cannot come back, since at $g=0$ its slope is $2(\varepsilon+1/r)<0$. The orbital then grows outward and cannot be normalized.

Among spherical orbitals without nodes only $\Delta=0$ is left, with $g=1$ throughout. The argument does not exclude self-consistent orbitals with nodes or without spherical symmetry. Numerical integration of (\ref{riccati}) shows both fates. With the energy $0.01$ hartree too high a node appears at $r=5.08$ bohr. With it $0.01$ hartree too low, $g$ changes sign at $r=6.17$ bohr.

An iteration also finds this solution from a wrong start. I solved the radial equation by finite differences, with step $0.01$ bohr in a sphere of radius 25 bohr, beginning with the potential built from $(1+r)e^{-r}$. That orbital has $|\varphi'|/\varphi=r/(1+r)<1$. Its correction lies below $C$ everywhere, so the first eigenvalue must lie below the final one, and it does: $-0.3871$ hartree. The eigenvalue then settles at $-0.2945$ hartree; it takes 11 cycles until successive values differ by less than $10^{-9}$ hartree.

\subsection*{In what sense the eigenvalue is wrong}

You are right that adding a constant to a potential changes no orbital, density or level spacing. What it changes is the level relative to a fixed zero. The usual convention lets the exact exchange potential vanish at infinity, so that an electron at rest far from the atom has energy zero.

For a one-electron density $E_x=-E_{\rm H}$, because the exchange energy must cancel the self-repulsion. The exact exchange potential is then $-v_{\rm H}$, which does vanish at infinity. The exact Kohn-Sham equation is the ordinary hydrogen equation, with eigenvalue $-\frac12$. This equals the energy of the atom minus that of the bare nucleus, that is, minus the ionization energy.

The BJ potential breaks the convention: it tends to $C$ instead of zero. From (\ref{vh}) and the constant, in hartree:
\begin{center}
\begin{tabular}{rrrr}
$r$ (bohr) & $v_{\rm S}=-v_{\rm H}$ & correction & $v_{\rm BJ}$\\
0.5 & $-0.8964$ & 0.2055 & $-0.6909$\\
1.0 & $-0.7293$ & 0.2055 & $-0.5239$\\
2.0 & $-0.4725$ & 0.2055 & $-0.2671$\\
5.0 & $-0.1999$ & 0.2055 & 0.0055\\
10.0 & $-0.1000$ & 0.2055 & 0.1055
\end{tabular}
\end{center}
The potential turns positive near 5 bohr and keeps rising towards $0.2055$. Measured from that asymptote, the 1s level is at $-0.2945-0.2055=-0.5000$ hartree, as it should be. Measured from zero, it is too high:
\begin{equation}
\varepsilon_{\rm BJ}=-8.01\ \text{eV}\quad\text{against}\quad\varepsilon_{\rm exact}=-13.61\ \text{eV}.
\end{equation}
The error is $C=5.59$ eV, or 41\% of the exact magnitude. Reading $-\varepsilon_{\rm BJ}$ as an ionization energy would be wrong by that amount.

The other levels of this same fixed potential move by the same $C$. The 2s level lies at $-0.1250+0.2055=+0.0805$ hartree. It is positive and yet bound, because the potential around it rises to $0.2055$. The 1s--2s spacing is still $0.3750$ hartree.

That is the link to gaps. To first order, a small extra potential $w$ changes the spacing of levels $a$ and $b$ by $\langle b|w|b\rangle-\langle a|w|a\rangle$, which is zero if $w$ is constant. For two levels of the same spin, the BJ term can therefore alter the spacing only where $\sqrt{2t/\rho}$ varies in space. Levels of opposite spin are different: the term is built separately for each spin, and two unequal constants, such as $k_{F\uparrow}/(2\pi)$ and $k_{F\downarrow}/(2\pi)$ in a polarized uniform gas, shift one spin against the other. In hydrogen it does not vary, so this atom shows the shift of the zero and nothing of the effect on gaps.

\subsection*{The total energy is not shifted}

The eigenvalue error does not carry over to the total energy, if that is evaluated with the exact exchange energy of the orbital. The kinetic energy is $\frac12\int|\nabla\varphi|^2d^3r=\frac12$, because $|\nabla\varphi|^2=\varphi^2$. The nuclear attraction is $-\int_0^\infty4r\,e^{-2r}dr=-1$. The Hartree energy is
\begin{align}
E_{\rm H}&=\frac12\int_0^\infty4r^2e^{-2r}\,\frac{1-(1+r)e^{-2r}}r\,dr\nonumber\\
&=\frac12\left[1-4\left(\frac1{16}+\frac1{32}\right)\right]=\frac5{16}.
\end{align}
With $E_x=-\frac5{16}$ the sum is
\begin{equation}
E=0.5000-1.0000+0.3125-0.3125=-0.5000\ \text{hartree}.
\end{equation}

One might try to get $E_x$ from the potential instead. Stretch the density to $\rho_\lambda(\mathbf r)=\lambda^3\rho(\lambda\mathbf r)$. Exchange is a Coulomb energy, so it scales as $E_x[\rho_\lambda]=\lambda E_x[\rho]$. Differentiating at $\lambda=1$ gives
\begin{equation}
E_x=\int v_x\,(3\rho+\mathbf r\cdot\nabla\rho)\,d^3r .
\end{equation}
The bracket is the divergence of $\mathbf r\rho$, and its integral vanishes for a density that decays exponentially. A constant in $v_x$ therefore drops out, and $v_{\rm BJ}$ gives the correct $-0.3125$ hartree. This formula cannot detect the fault in the eigenvalue.

\subsection*{How far the result reaches}

\emph{Other nuclear charges.} For one electron around a charge $Z$ the orbital is $\propto e^{-Zr}$ and $|\nabla\varphi|/\varphi=Z$. The correction is again constant, but equal to $CZ$:
\begin{equation}
\varepsilon_{\rm BJ}=-\frac{Z^2}2+CZ .
\end{equation}
For $Z=2$, the free helium ion with one electron, this is $-2+0.4109=-1.5891$ hartree. The finite-difference iteration gives $-1.5890$. So $0.205$ hartree belongs to hydrogen. Relative to the exact magnitude the error is $2C/Z$, which falls from 41\% at $Z=1$ to 21\% at $Z=2$.

\emph{The modified potential.} The variant used for band gaps rescales the two parts with a parameter $c$, as $c\,v_{\rm S}+(3c-2)\,C\sqrt{2t/\rho}$. I keep the exact $v_{\rm S}$ here. Built from the 1s orbital, the total potential is
\begin{equation}
-\frac1r+(1-c)\,v_{\rm H}(r)+(3c-2)\,C .
\end{equation}
For $c\ne1$ the middle term varies with $r$, so $e^{-r}$ no longer solves the equation. The exact orbital is a property of the original form, $c=1$.

\emph{The real atom.} Two effects left out above can be sized. Letting the nucleus move multiplies the energy by $m_p/(m_e+m_p)$, which raises the level by $\frac12m_e/(m_e+m_p)$ hartree, or $7.41$ meV. The Dirac equation for a point nucleus lowers it by $0.18$ meV. Both are tiny beside the $5.59$ eV error, which therefore comes from the model potential and not from the simplified atom.

All numerical values are calculated from the stated model.
